\section*{Quantum Thermal Expansion of a Bond from the Vanishing Mean Force}

\section{The length that a potential minimum does not give}

A first-principles relaxation ends at the minimum of the potential energy. If that minimum is taken for the mean bond length, the bond has no thermal expansion. A harmonic vibration along the bond does not help, because its stretches and compressions cancel. (Motion across the bond does lengthen the mean distance; for a free molecule this is the rotational term treated below.) Adding the classical expansion, which is proportional to temperature, leaves a second error. For the O$_2$ bond treated below, the classical formula gives a lengthening of $0.10$ pm at $300$ K, whereas the quantum result is $0.44$ pm, nearly all of it present at zero temperature. Both numbers refer to vibration along the bond; rotation of the free molecule adds a further $0.05$ pm at this temperature.

Both errors are removed by one condition: in equilibrium the average force along the bond vanishes. The force at the average position need not vanish. To leading order, the difference between these two forces, divided by the force constant, is the expansion.

\section{Model and conditions}

Let $x=r-r_e$ be the stretch of a bond from the minimum $r_e$ of its potential energy, and let $m$ be the reduced mass. For motion along the bond alone,
\begin{equation}
H=\frac{p^2}{2m}+V(x),\qquad V(x)=\tfrac12 kx^2-gx^3+hx^4,
\label{eq:H}
\end{equation}
with $k,g,h>0$ and $\omega=\sqrt{k/m}$. The sign of the cubic term makes stretching easier than compression. The force is $-V'(x)$, where
\begin{equation}
V'(x)=kx-3gx^2+4hx^3 .
\label{eq:slope}
\end{equation}

The quartic term is needed for a matter of principle. With $h=0$ the potential falls without limit at large $x$, so no equilibrium state exists. With $h>0$ the motion is confined. Writing $V'=x(k-3gx+4hx^2)$, we see that the minimum at $x=0$ is the sole stationary point if the quadratic factor has no real root:
\begin{equation}
9g^2<16kh .
\label{eq:single}
\end{equation}

To define ``weakly cubic'', set $x=\ell q$ with $\ell=\sqrt{\hbar/m\omega}$. Since $k\ell^2=m\omega^2\hbar/(m\omega)=\hbar\omega$,
\begin{equation}
\frac{V}{\hbar\omega}=\frac{q^2}{2}-\lambda q^3+c\lambda^2q^4,
\qquad \lambda=\frac{g\ell}{k},\qquad c=\frac{hk}{g^2}.
\label{eq:scaled}
\end{equation}
We take $\lambda\ll1$ at fixed $c$, so the quartic term is of second order. This is the natural ordering for a bond. For example, the Morse curve $D(1-e^{-ax})^2$ expands as
\begin{equation}
D\left(ax-\tfrac12a^2x^2+\tfrac16a^3x^3-\dots\right)^2
=D\left(a^2x^2-a^3x^3+\tfrac{7}{12}a^4x^4-\dots\right).
\label{eq:morseexp}
\end{equation}
Thus $k=2Da^2$, $g=Da^3$, $h=7Da^4/12$ and $c=7/6$, which satisfies \eqref{eq:single}.

\section{The mean force vanishes}

Let $|n\rangle$ be a bound eigenstate of $H$ with energy $E_n$. Letting $H$ act to the left in one term and to the right in the other gives
\begin{equation}
\langle n|[H,p]|n\rangle=(E_n-E_n)\langle n|p|n\rangle=0 .
\label{eq:commzero}
\end{equation}
The kinetic energy commutes with $p$. For any function $\psi$,
\begin{equation}
[V,p]\psi=-i\hbar V\psi'+i\hbar(V\psi)'=i\hbar V'\psi ,
\end{equation}
so $[H,p]=i\hbar V'$ and \eqref{eq:commzero} becomes $\langle n|V'|n\rangle=0$. A thermal state is a mixture of eigenstates with weights proportional to $e^{-E_n/k_BT}$. Averaging zeros gives zero:
\begin{equation}
\langle V'(x)\rangle=0 .
\label{eq:force}
\end{equation}
No expansion in $\lambda$ has been used. Inserting \eqref{eq:slope},
\begin{equation}
k\langle x\rangle=3g\langle x^2\rangle-4h\langle x^3\rangle .
\label{eq:balance}
\end{equation}

The physical content appears if we try a thermal state of the harmonic oscillator centred at $x=0$. Its odd moments vanish, so its mean force is $-\langle V'\rangle=3g\langle x^2\rangle>0$, directed outwards. Such a state cannot be stationary in the cubic well. The bond lengthens until the mean restoring force $-k\langle x\rangle$ balances this outward push. The push depends on the spread of the position, whether thermal or quantum in origin.

\section{Reduction to a harmonic average}

Equation \eqref{eq:balance} still contains moments of the anharmonic state. Their orders in $\lambda$ follow from reflection. Replacing $q$ by $-q$ in \eqref{eq:scaled} has the same effect as replacing $\lambda$ by $-\lambda$, and the kinetic energy is unchanged. Therefore
\begin{equation}
\langle q^j\rangle_{\lambda}=(-1)^j\langle q^j\rangle_{-\lambda}.
\end{equation}
In an expansion in powers of $\lambda$, even moments contain even powers and odd moments contain odd powers:
\begin{equation}
\langle q^2\rangle=\langle q^2\rangle_0+O(\lambda^2),\qquad
\langle q^3\rangle=O(\lambda),
\end{equation}
where the subscript $0$ denotes the harmonic oscillator. Dividing \eqref{eq:balance} by $k\ell$ gives
\begin{equation}
\langle q\rangle=3\lambda\langle q^2\rangle-4c\lambda^2\langle q^3\rangle
=3\lambda\langle q^2\rangle_0+O(\lambda^3).
\label{eq:orders}
\end{equation}
The quartic term supplies the equilibrium state but does not enter the leading expansion. The relative error of the leading term is of order $\lambda^2$.

We next relate $\langle x^2\rangle_0$ to the harmonic energy. With $H_0=p^2/2m+kx^2/2$, the average of $[H_0,xp]$ vanishes for the reason given in \eqref{eq:commzero}. The commutator is
\begin{equation}
[H_0,xp]=\left[\frac{p^2}{2m},x\right]p+x\left[\frac{kx^2}{2},p\right]
=-i\hbar\frac{p^2}{m}+i\hbar kx^2 .
\end{equation}
Hence $\langle p^2\rangle_0/m=k\langle x^2\rangle_0$: the kinetic and potential energies are equal on average. Their sum is
\begin{equation}
U=\frac{\langle p^2\rangle_0}{2m}+\frac{k\langle x^2\rangle_0}{2}=k\langle x^2\rangle_0 .
\label{eq:virial}
\end{equation}

The levels of $H_0$ are $(n+\frac12)\hbar\omega$. With $s=e^{-\hbar\omega/k_BT}$, the geometric series $\sum_n s^n=1/(1-s)$ gives, after applying $s\,d/ds$, $\sum_n ns^n=s/(1-s)^2$. Therefore
\begin{equation}
U=\hbar\omega\left(\frac12+\frac{s}{1-s}\right)
=\frac{\hbar\omega}{2}\,\frac{1+s}{1-s}
=\frac{\hbar\omega}{2}\coth\frac{\hbar\omega}{2k_BT}.
\label{eq:U}
\end{equation}
The last step multiplies numerator and denominator by $s^{-1/2}$. Combining \eqref{eq:orders}, \eqref{eq:virial} and \eqref{eq:U}, we obtain to leading order
\begin{equation}
\boxed{\;\langle x\rangle=\frac{3g}{k^2}\,U(T)
=\frac{3g\hbar\omega}{2k^2}\coth\frac{\hbar\omega}{2k_BT}\;}
\label{eq:main}
\end{equation}
The lengthening is proportional to the vibrational energy, zero-point energy included.

\section{Cold and hot limits}

At $T=0$ the hyperbolic cotangent is one, and
\begin{equation}
\langle x\rangle_{T=0}=\frac{3g\hbar\omega}{2k^2}.
\label{eq:zero}
\end{equation}
For fixed $k$ and $g$ this varies as $m^{-1/2}$: a heavier pair of atoms has less zero-point motion and a shorter mean bond. At low temperature \eqref{eq:U} gives $U\simeq\hbar\omega(\frac12+s)$, so the thermal growth is exponentially small.

For the hot limit put $y=\hbar\omega/2k_BT$, so that $U=k_BT\,y\coth y$. For small $y$,
\begin{equation}
y\coth y=\frac{1+y^2/2+\dots}{1+y^2/6+\dots}=1+\frac{y^2}{3}+\dots ,
\end{equation}
and hence
\begin{equation}
\langle x\rangle=\frac{3g}{k^2}\left[k_BT+\frac{(\hbar\omega)^2}{12k_BT}+\dots\right].
\label{eq:hot}
\end{equation}
The leading term is linear in $T$ and independent of mass and of $\hbar$. At first order in $g$ there is no constant term; a small one, of order $\lambda^3\ell$, appears at the next order. To first order the quantum curve starts at \eqref{eq:zero} and approaches a straight line through the origin, so adding the zero-point shift to the classical line would count the same motion twice.

The classical term also follows without quantum mechanics. For a confining potential,
\begin{equation}
\int V'e^{-V/k_BT}\,dx=-k_BT\left[e^{-V/k_BT}\right]_{-\infty}^{\infty}=0,
\end{equation}
which is the classical form of \eqref{eq:force}. Equipartition then gives $k\langle x^2\rangle_0=k_BT$.

There is also an upper limit on temperature. In the hot regime the ratio of cubic to quadratic energy at a typical stretch $\sqrt{k_BT/k}$ is $g\sqrt{k_BT}/k^{3/2}$. Corrections are governed by its square: carrying the classical Boltzmann average one order further gives a relative correction $(45-32c)\,g^2k_BT/k^3$ for \eqref{eq:H}, and a quintic term in the potential would contribute at the same order. Up to this prefactor, which can be large, the linear law requires
\begin{equation}
\hbar\omega\ll k_BT\ll \frac{k^3}{g^2}.
\label{eq:window}
\end{equation}

The slope follows from $dy/dT=-y/T$ and $d\coth y/dy=-1/\sinh^2y$:
\begin{equation}
\frac{dU}{dT}=\frac{\hbar\omega}{2}\,\frac{y}{T\sinh^2y}
=k_B\left(\frac{y}{\sinh y}\right)^2\equiv C .
\label{eq:C}
\end{equation}
Here $\hbar\omega/2=yk_BT$ was used. The linear expansion coefficient, referred to $r_e$, is
\begin{equation}
\alpha=\frac{1}{r_e}\frac{d\langle x\rangle}{dT}=\frac{3g}{k^2r_e}\,C .
\label{eq:alpha}
\end{equation}
It vanishes with the vibrational heat capacity as $T\to0$, although the lengthening itself does not.

\section{Two checks beyond leading order}

The Morse ground state gives a closed-form check of \eqref{eq:zero}. Let
\begin{equation}
N=\frac{2\sqrt{2mD}}{a\hbar},\qquad z=Ne^{-ax},\qquad \psi=z^{\sigma}e^{-z/2}.
\end{equation}
Since $dz/dx=-az$, we have $\psi'/\psi=a(z/2-\sigma)$. Differentiating once more,
\begin{equation}
\frac{\psi''}{\psi}=a^2\left[\left(\frac z2-\sigma\right)^2-\frac z2\right]
=a^2\left[\frac{z^2}{4}-\left(\sigma+\tfrac12\right)z+\sigma^2\right].
\end{equation}
The Schr\"odinger equation requires this to equal $2m(V-E)/\hbar^2$, whose $z$-dependent part is $a^2(z^2/4-Nz/2)$. Thus $\sigma=(N-1)/2$. For $N>1$ this function is normalizable and has no node, so it is the ground state. With $dx=-dz/(az)$, the probability density in $z$ is proportional to $z^{N-2}e^{-z}$. The mean of $\ln z$ is then the logarithmic derivative of $\Gamma(N-1)$, the digamma function $\digamma(N-1)$, and
\begin{equation}
a\langle x\rangle=\ln N-\digamma(N-1)=\frac{3}{2N}+O(N^{-2}).
\label{eq:morse}
\end{equation}
The expansion uses $\digamma(u)=\ln u-1/(2u)+\dots$. For the Morse constants, \eqref{eq:zero} gives $a\langle x\rangle=3\hbar\omega/(8D)$. Since $\omega=a\sqrt{2D/m}$ implies $4D/\hbar\omega=N$, this is also $3/(2N)$. In units $m=k=\hbar=1$ with $a=0.1$, we have $D=1/(2a^2)=50$ and $N=200$. The closed form gives $\langle x\rangle=0.07527$ and the leading law $\langle x\rangle=0.07500$, which is $0.4\%$ low.

For finite temperature, the confined oscillator \eqref{eq:H} was diagonalized numerically in the same units with $c=7/6$. At $g=0.01$ and five temperatures from $k_BT=0.05$ to $2$, the mean force was at most $2.3\times10^{-14}$ in magnitude. The largest error of \eqref{eq:main}, relative to its own value, was $0.15\%$. Halving $g$ reduced this relative error by factors of $4.02$ at $k_BT=0.05$ and $3.94$ at $k_BT=2$, as expected for an error of order $g^2$. With the smaller $g$ at $k_BT=3$, the quantum mean exceeded the classical Boltzmann mean by $0.92\%$; the correction in \eqref{eq:hot} predicts $1/(12\times3^2)=0.93\%$.

\section{Rotation of a free molecule}

A free diatomic molecule also rotates. For angular momentum $J$, the radial function multiplied by $r$ obeys a one-dimensional equation with the added potential $\hbar^2J(J+1)/(2mr^2)$. The total mean force now vanishes, so \eqref{eq:force} is replaced by
\begin{equation}
\langle V'\rangle=\left\langle\frac{\hbar^2J(J+1)}{mr^3}\right\rangle
=2\left\langle\frac{E_{\rm rot}}{r}\right\rangle\simeq\frac{2k_BT}{r_e}.
\label{eq:rotforce}
\end{equation}
The last step assumes classical rotation, with two quadratic degrees of freedom and mean energy $k_BT$, and a small relative stretch. To leading order the bond gains the length
\begin{equation}
\Delta_{\rm rot}=\frac{2k_BT}{kr_e}.
\label{eq:rot}
\end{equation}
This centrifugal stretching is present even when $g=0$.

\section{The O$_2$ bond at an oxidation temperature}

Oxygen gas is used for dry thermal oxidation of silicon, for which $1273$ K is a representative round temperature. The energy curve of triplet O$_2$ was computed with spin-unrestricted PBE0 in the 6-31G* basis and fitted by a polynomial. At a separation left out of the fit, the polynomial differed from the computed energy by $0.004$ meV. Its derivatives at the minimum give
\begin{equation}
\begin{aligned}
r_e&=1.2021\ \text{\AA}, & k&=88.39\ \text{eV/\AA}^2,\\
g&=105.38\ \text{eV/\AA}^3, & h&=167.0\ \text{eV/\AA}^4 .
\end{aligned}
\end{equation}
Here $c=hk/g^2=1.33$, near the Morse value, and \eqref{eq:single} holds. These digits belong to this basis, with spherical $d$ functions, and are not converged: in the cc-pVTZ basis the same functional gives $r_e=1.194$ \AA, $k=85.8$ eV/\AA$^2$, $g=100.2$ eV/\AA$^3$ and $h\approx160$ eV/\AA$^4$. The minimum moves by $0.8$ pm, as much as the whole lengthening found below, whereas $3g/k^2$ and the lengthenings move by only about $1\%$ (the rotational part by $4\%$) and the expansion coefficient by about $2\%$. With atoms of mass $15.9949$ u, the vibrational quantum is $\hbar\omega=0.2149$ eV, equivalent to $2494$ K.

The factor common to all temperatures is
\begin{equation}
\frac{3g}{k^2}=\frac{3\times105.38}{88.39^2}=0.04046\ \text{\AA/eV}=4.046\ \text{pm/eV}.
\end{equation}
The zero-point shift is therefore $4.046\times0.2149/2=0.435$ pm. At $1273$ K, $y=2494/(2\times1273)=0.980$, $\coth y=1.328$ and $U=0.1427$ eV, so
\begin{equation}
\langle x\rangle=4.046\times0.1427\ \text{pm}=0.58\ \text{pm}.
\end{equation}
The classical value uses $k_BT=0.1097$ eV and is $0.44$ pm. The root-mean-square stretch, $\sqrt{U/k}=4.0$ pm, is about seven times the mean shift.

The law and its classical limit compare as follows.
\begin{center}
\begin{tabular}{rcc}
$T$ (K) & law (pm) & classical (pm)\\
0 & 0.435 & 0\\
300 & 0.435 & 0.105\\
600 & 0.449 & 0.209\\
1273 & 0.578 & 0.444\\
2500 & 0.943 & 0.872\\
5000 & 1.780 & 1.744
\end{tabular}
\end{center}
Near $2500$ K, where $k_BT\simeq\hbar\omega$, the law is $8\%$ above the classical line; at $5000$ K the excess is $2\%$. These last two rows illustrate the approach to linearity in this model and do not describe hot oxygen. A free molecule also rotates, which by \eqref{eq:rot} adds about $0.4$ pm at $2500$ K, and at $5000$ K dissociation and electronic excitation must be considered as well.

At $1273$ K the heat-capacity factor is $C/k_B=(y/\sinh y)^2=0.733$. The classical coefficient is $2.90\times10^{-6}$ K$^{-1}$, so \eqref{eq:alpha} gives $\alpha=2.13\times10^{-6}$ K$^{-1}$. This is the leading-order vibrational part for one bond and should not be read as the expansion coefficient of a solid, where many coupled modes contribute.

\section{What the vibrational model leaves out}

Solving the radial problem without rotation on the whole computed curve gives $0.436$ pm at zero temperature and $0.586$ pm at $1273$ K. The leading law is lower by $0.3\%$ and $1.3\%$ of these values. The thermal growth is a difference and is less accurate: $0.143$ pm from the law against $0.150$ pm from the whole curve, about $5\%$ low.

Rotation matters much more. Equation \eqref{eq:rot} gives
\begin{equation}
\Delta_{\rm rot}=\frac{2\times0.1097}{88.39\times1.2021}\ \text{\AA}=0.21\ \text{pm}.
\end{equation}
A thermal sum on the same curve, over the odd values of $J$ allowed for $^{16}$O$_2$ when $J$ counts the rotation without the electron spin, also gives $0.21$ pm and a total lengthening of $0.80$ pm. At this temperature rotation adds more length than the thermal growth of the vibration. The vibration is still partly frozen, whereas the rotational energy scale, $\hbar^2/(2mr_e^2)=(\hbar\omega)^2/(2kr_e^2)\simeq0.18$ meV, is far below $k_BT$. Equation \eqref{eq:main} alone is therefore not the thermal expansion of a free O$_2$ molecule.

The upper temperature condition in \eqref{eq:window} can also be checked. With $h=0$, the potential has a maximum at $x=k/3g$, of height
\begin{equation}
V_b=\frac{k^3}{18g^2}-\frac{k^3}{27g^2}=\frac{k^3}{54g^2}=1.15\ \text{eV},
\end{equation}
or $10.5\,k_BT$ at $1273$ K. This barrier is an artefact of cutting the series after the cubic term. Its height shows that the upper condition in \eqref{eq:window} is met: $g^2k_BT/k^3=1/(54\times10.5)=0.002$. This number is not itself the error. In the classical limit it is multiplied by a prefactor that is $45$ for the purely cubic series (an $8\%$ correction), $2.4$ for the quartic model with $c=1.33$, and about $13$ for a Morse curve; the error found above on the whole curve is $1.3\%$.

The electronic-structure level is a separate source of error. The harmonic vibrational quantum of O$_2$ inferred from measured spectra is about $0.196$ eV, so the computed bond is somewhat too stiff. At fixed $g$ and mass, $k\propto\omega^2$ makes the zero-point shift \eqref{eq:zero} vary as $\omega^{-3}$. Replacing $0.215$ by $0.196$ eV would then raise it by about a third. This is a sensitivity, not a correction, because a better calculation would change $g$ as well. The change in $g$ can be taken from spectra too: with $\omega_e=1580.2$, $B_e=1.4456$ and $\alpha_e=0.0159$ cm$^{-1}$, the relation $g=(k/2r_e)(1+\alpha_e\omega_e/6B_e^2)$ gives $k=73.4$ eV/\AA$^2$, $g\approx91$ eV/\AA$^3$ and $3g/k^2=5.1$ pm/eV. The leading-order formulas then give $0.50$ pm at zero temperature, $0.70$ pm of vibrational and $0.95$ pm of total lengthening at $1273$ K, and a vibrational expansion coefficient of $2.8\times10^{-6}$ K$^{-1}$. The computed values are thus $13$ to $24\%$ low for the real molecule, far more than the error of the leading-order formula. Even the total of $0.80$ pm is less than $1\%$ of the bond length.

\section*{Computed values}
\begin{verbatim}
MODEL OSCILLATOR (m = k = hbar = 1)
largest mean force in equilibrium, g=0.01: 2.3e-14
largest relative error of the law, g=0.01: 1.45e-03
error ratio on halving g, kT=0.05: 4.022
error ratio on halving g, kT=2: 3.936
quantum excess over classical, kT=3: 0.00923
Morse ground state (a=0.1), closed form: 0.07527
Morse ground state (a=0.1), law: 0.07500
O2 BOND, UKS PBE0/6-31G*, triplet
mass of one atom: 15.9949 u
fit error at the unfitted point: 0.0040 meV
bond length at the minimum r_e: 1.2021 Angstrom
force constant k: 88.39 eV/Angstrom^2
cubic constant g: 105.38 eV/Angstrom^3
quartic constant h: 167.0 eV/Angstrom^4
quantum hbar*omega: 0.2149 eV
vibrational temperature hbar*omega/kB: 2494 K
kB*T at 1273 K: 0.1097 eV
harmonic energy U at 1273 K: 0.1427 eV
rms stretch at 1273 K: 4.019 pm
mean stretch from the law and from its classical limit:
  T =    0 K: law 0.4349 pm, classical 0.0000 pm
  T =  300 K: law 0.4351 pm, classical 0.1046 pm
  T =  600 K: law 0.4487 pm, classical 0.2092 pm
  T = 1273 K: law 0.5776 pm, classical 0.4439 pm
  T = 2500 K: law 0.9429 pm, classical 0.8717 pm
  T = 5000 K: law 1.7795 pm, classical 1.7435 pm
thermal part of the law, 0 to 1273 K: 0.1427 pm
heat-capacity factor C/kB at 1273 K: 0.7332
expansion coefficient at 1273 K: 2.127 1e-6/K
classical expansion coefficient: 2.901 1e-6/K
NEGLECTED EFFECTS, SAME BOND CURVE
whole curve, no rotation, 0 K: 0.4360 pm
whole curve, no rotation, 1273 K: 0.5855 pm
rotation, estimate 2kT/(k r_e), 1273 K: 0.2065 pm
rotation, whole curve, 1273 K: 0.2140 pm
whole curve with rotation, 1273 K: 0.7996 pm
false barrier of the purely cubic well: 1.152 eV
false barrier over kB*T at 1273 K: 10.50
\end{verbatim}
